\section*{Jackson-kernel densities of states and false weight in exponential band tails}

\section{Definitions and conventions}

Let $H$ be the Hamiltonian of a lattice with $N_s$ sites, one orbital per site, and levels $E_k$. The density of states per site is
\begin{equation}
\rho(E)=\frac1{N_s}\sum_k\delta(E-E_k),\qquad \int\rho\,dE=1 .
\end{equation}
The algebra is in atomic units; numerical energies are in eV. Chebyshev polynomials live on $[-1,1]$, so the energy axis is rescaled with a half-width $a$ and a centre $b$ chosen so that every level falls strictly inside:
\begin{equation}
X=\frac{H-b}{a},\qquad x=\frac{E-b}{a}=\cos\theta,\qquad |dE|=a\sin\theta\,d\theta .
\end{equation}
The polynomials are $T_n(\cos\theta)=\cos n\theta$, and the moments are $\mu_n=\mathrm{Tr}\,T_n(X)/N_s$. A calculation with $N$ moments uses $n=0,\dots,N-1$. The abbreviations $M=N+1$ and $\alpha=\pi/M$ are used throughout.

A band tail is called exponential, with tail (Urbach) energy $E_U$, when $\rho\propto e^{E/E_U}$ below a band edge. The depth $D>0$ is the distance below that edge.

\section{Two sites by hand}

Take two sites of energy zero joined by a hopping $-t$. The levels are $\pm t$. With $b=0$ and $a=2t$,
\begin{equation}
X=-\frac12\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad X^2=\frac14,\qquad T_2(X)=2X^2-1=-\frac12 .
\end{equation}
Hence $\mu_0=1$, $\mu_1=0$, $\mu_2=-\tfrac12$.

To turn moments into a density, expand the density per unit angle, $\rho\,a\sin\theta$, in cosines. Since $\int_0^\pi\cos^2 n\theta\,d\theta=\pi/2$ for $n\ge1$ and $\pi$ for $n=0$, the coefficients are $2\mu_n/\pi$ and $\mu_0/\pi$. A series cut off abruptly oscillates and can become negative, so each term is multiplied by a damping factor $g_n$:
\begin{equation}
\rho_N(E)=\frac{1}{\pi a\sin\theta}\Big[g_0\mu_0+2\sum_{n=1}^{N-1}g_n\mu_n\cos n\theta\Big].
\label{series}
\end{equation}
The Jackson factors, derived in the next section, are for $N=3$ ($M=4$, $\alpha=\pi/4$) equal to $1,\ 1/\sqrt2,\ 1/4$. Therefore
\begin{equation}
\rho_3(E)=\frac{1-\frac14\cos2\theta}{2\pi t\sin\theta},\qquad \rho_3(0)=\frac{5}{8\pi t}.
\end{equation}
There is no level at $E=0$, yet the computed density there is positive. At the level $E=t$, where $\theta=\pi/3$, it is $9/(8\sqrt3\,\pi t)$, hardly larger. More moments sharpen the peaks. What matters for band tails is how fast the density between them disappears.

\section{The kernel behind the series}

For a general lattice, insert $\mu_n=N_s^{-1}\sum_k\cos n\theta_k$ into \eqref{series} and use $2\cos n\theta\cos n\theta_k=\cos n(\theta-\theta_k)+\cos n(\theta+\theta_k)$. This gives
\begin{equation}
\rho_N(E)=\frac{1}{N_s\,a\sin\theta}\sum_k\big[K(\theta-\theta_k)+K(\theta+\theta_k)\big],
\label{smear}
\end{equation}
\begin{equation}
K(\phi)=\frac1{2\pi}\Big[g_0+2\sum_{n=1}^{N-1}g_n\cos n\phi\Big].
\end{equation}
Each level is thus replaced by a peak of shape $K$ in angle, together with its mirror image.

The kernel cannot be negative if it is a squared modulus,
\begin{equation}
K(\phi)=\frac1{2\pi}\Big|\sum_{j=1}^{M-1}s_je^{ij\phi}\Big|^2,\qquad g_n=\sum_j s_js_{j+n},\qquad \sum_js_j^2=1 ,
\end{equation}
with real $s_j$. The spread of $K$ is small when $\langle\cos\phi\rangle=g_1=\sum_js_js_{j+1}$ is large. This sum is half the quadratic form of the matrix that joins neighbours on a chain of $M-1$ sites. The largest eigenvalue of that matrix is $2\cos\alpha$, with eigenvector $s_j=\sqrt{2/M}\,\sin j\alpha$. The choice of this eigenvector defines the Jackson kernel, and it gives $\langle\cos\phi\rangle=\cos\alpha$. For large $M$ the root-mean-square width in angle is therefore $\alpha$, or $\sigma=a\alpha\sin\theta$ in energy.

The factors follow from $2\sin j\alpha\,\sin(j+n)\alpha=\cos n\alpha-\cos(2j+n)\alpha$. The sum may run over $j=1,\dots,M-n$, because its last term contains $\sin M\alpha=0$. The second cosine sums to
\begin{equation}
\sum_{j=1}^{M-n}\cos(2j+n)\alpha=\frac{\sin(M-n)\alpha}{\sin\alpha}\cos(M+1)\alpha=-\sin n\alpha\,\cot\alpha ,
\end{equation}
since $M\alpha=\pi$. Thus
\begin{equation}
g_n=\frac{(M-n)\cos n\alpha+\sin n\alpha\,\cot\alpha}{M}.
\end{equation}

The closed form of $K$ needs one geometric sum. Write $\sin j\alpha$ as exponentials and start at $j=0$, which adds nothing. Because $e^{\pm iM\alpha}=-1$,
\begin{align}
\sum_{j=0}^{M-1}\sin j\alpha\,e^{ij\phi}
&=\frac{1+e^{iM\phi}}{2i}\Big[\frac1{1-e^{i(\phi+\alpha)}}-\frac1{1-e^{i(\phi-\alpha)}}\Big]\nonumber\\
&=\frac{(1+e^{iM\phi})\,e^{i\phi}\sin\alpha}{(1-e^{i(\phi+\alpha)})(1-e^{i(\phi-\alpha)})}.
\end{align}
The modulus of $1+e^{iM\phi}$ is $2|\cos(M\phi/2)|$. That of the denominator is $4|\sin\frac{\phi+\alpha}2\sin\frac{\phi-\alpha}2|=2|\cos\phi-\cos\alpha|$. With the factor $2/M$ from $s_j^2$ and the prefactor $1/2\pi$,
\begin{equation}
K(\phi)=\frac{\sin^2\alpha\,\cos^2(M\phi/2)}{\pi M(\cos\phi-\cos\alpha)^2}.
\label{closed}
\end{equation}
The numerator vanishes at odd multiples of $\alpha$. At $\phi=\alpha$ the denominator vanishes too and $K$ stays finite, so the main lobe ends at $3\alpha$. Side lobes follow.

The two-site result provides a check. At $E=0$ the angles are $\pi/6$ and $5\pi/6$ for either level. With $M=4$, \eqref{closed} gives $K=(5\pm2\sqrt6)/(8\pi)$, whose sum is $5/(4\pi)$. Division by $a\sin\theta=2t$ returns $5/(8\pi t)$.

\section{The false density far from the levels}

Let $\phi\gg\alpha$, with $\phi$ measured the shorter way around the circle. Then $\sin^2\alpha\to\pi^2/M^2$ and $\cos\alpha\to1$. If the distant levels are spread over many side lobes, or if one averages over a short energy window, $\cos^2(M\phi/2)$ becomes $\frac12$:
\begin{equation}
K(\phi)\simeq\frac{\pi}{2M^3(1-\cos\phi)^2}\simeq\frac{2\pi}{M^3\phi^4},
\label{far}
\end{equation}
where the last form is for $\phi\ll1$. The tail of the kernel is algebraic. A Gaussian of width $\alpha$ describes the core and not these side lobes. The corrections from finite $\alpha$ are of relative order $2\alpha^2/\phi^2$, because $\cos\alpha-\cos\phi\simeq(\phi^2-\alpha^2)/2$.

To add the two terms of \eqref{smear}, set $p=1-xx'$ and $q=\sin\theta\sin\theta'$, so that $1-\cos(\theta\mp\theta')=p\mp q$. Then
\begin{equation}
p^2-q^2=(1-xx')^2-(1-x^2)(1-x'^2)=(x-x')^2 ,
\end{equation}
\begin{equation}
\frac1{(p-q)^2}+\frac1{(p+q)^2}=\frac{2(p^2+q^2)}{(x-x')^4}.
\end{equation}
The density falsely deposited at $E$ by distant levels is therefore
\begin{equation}
F(E)=\frac{\pi}{aM^3\sqrt{1-x^2}}\left\langle\frac{(1-xx')^2+(1-x^2)(1-x'^2)}{(x-x')^4}\right\rangle ,
\label{floor}
\end{equation}
where the brackets denote $N_s^{-1}$ times the sum over those levels.

For the two sites at $E=0$ the bracket is $(1+\frac34)\cdot16=28$, and $F=14\pi/(tM^3)$. Here the oscillation is not averaged by a spread of levels. When $M$ is a multiple of 12, both $\cos^2$ factors equal one and the density is $2F$ to leading order. When $M=18,30,\dots$ both vanish, and so does the density. Formula \eqref{floor} is the mean of this oscillation, which is why it needs a smooth distribution or a window.

When the levels that matter are close on the scale of $a\sin^2\theta$, the numerator tends to $2\sin^4\theta$, and
\begin{equation}
F(E)\simeq\frac{2\pi(a\sin\theta)^3}{M^3}\left\langle\frac1{(E'-E)^4}\right\rangle .
\label{near}
\end{equation}
For levels concentrated at distance $D$ this falls as $D^{-4}$. Its logarithmic slope is $4/D$, so a fit to an exponential would report a tail energy $D/4$ that grows with depth and has nothing to do with disorder.

\section{How many moments a tail needs}

Consider a flat band of density $n_0$ with the tail $n_0e^{-D/E_U}$ below it. In \eqref{near} the band gives $\int_D^\infty n_0\,du/u^4=n_0/(3D^3)$ if its upper edge is far away. The shoulder of the tail adds a relative amount of order $3E_U/D$, which is dropped here. Setting the false density equal to the true one gives
\begin{equation}
M\simeq\Big(\frac{2\pi}3\Big)^{1/3}\frac{a\sin\theta}{D}\;e^{D/(3E_U)} .
\label{need}
\end{equation}
Where \eqref{near} holds, the computed density at this $M$ is already about twice the true one. This requires $D$ to be small compared with $a\sin^2\theta$ as well as large compared with $E_U$. It also assumes a single band; a second band on the other side of a gap adds its own share to \eqref{floor}. At greater depth the error of \eqref{need} depends on where $E$ lies in the window, because to first order the numerator in \eqref{floor} is $2\sin^4\theta-4x(x'-x)\sin^2\theta$. For $x>0$, or when the upper band edge is close, \eqref{need} can give too many moments. For the flat band tested below, where $x<0$, it gives too few: $M\simeq790$ at $16E_U$ and $6370$ at $24E_U$, while the full average \eqref{floor} gives $1013$ and $9602$. A relative error $\epsilon$ from this source requires $M$ larger by $\epsilon^{-1/3}$. The cost grows exponentially with depth, although the core of the kernel may long since be narrower than $E_U$.

For a sharper estimate the full average \eqref{floor} is used, and the distant levels must be separated from the local ones. Their weight at distance $u$ above $E$ varies as $e^{u/E_U}/u^4$ within the tail. Its minimum, from $1/E_U=4/u$, lies at $u=4E_U$, and the division is made there.

\section{The algorithm on a large lattice}

The recursion $T_{n+1}=2XT_n-T_{n-1}$ acts on vectors: $v_0=r$, $v_1=Xr$, $v_{n+1}=2Xv_n-v_{n-1}$. From $2T_mT_n=T_{m+n}+T_{|m-n|}$, each step supplies two moments of $r$,
\begin{equation}
m_{2n}=2\langle v_n|v_n\rangle-m_0,\qquad m_{2n+1}=2\langle v_{n+1}|v_n\rangle-m_1 .
\end{equation}
In the two-site case with the full trace this gives $\mu_2=2\cdot\frac14-1=-\frac12$, as before.

The trace is estimated from $R$ vectors whose components $r_i=\pm1$ are random and independent. If $A$ is the smoothed delta operator, so that $\rho_N=\mathrm{Tr}A/N_s$, then $r^TAr=\mathrm{Tr}A+\sum_{i\ne j}A_{ij}r_ir_j$. The last sum has zero mean. Each pair appears twice in it, so its variance is $2\sum_{i\ne j}A_{ij}^2$, and
\begin{equation}
\mathrm{var}(\rho_N)\le\frac{2\,\mathrm{Tr}A^2}{N_s^2R}.
\end{equation}
Averaging over more vectors reduces this noise. It does not reduce $F$, which belongs to the mean.

\section{A disordered chain}

The lattice consists of open chains with hopping $-t$ and site energies $-w$, where $w\ge0$ has probability density proportional to $e^{-w/w_0}$ up to a cutoff $W$. The round parameters are $t=1$, $w_0=0.1$ and $W=2$ eV. The hopping part has levels within $\pm2t$ and the site part lies in $[-W,0]$, so all levels lie in $[-4,2]$ eV. With a margin of $0.05$ eV this gives $a=3.05$ and $b=-1$ eV.

For 400 chains of 500 sites, moments from four random vectors are compared with sums over all levels found by diagonalization. The true tail comes from a separate set of 50 million sites. There the levels below an energy are counted from the signs of the pivots $q_i=\varepsilon_i-E-t^2/q_{i-1}$ of $H-E$, where $\varepsilon_i$ are the site energies. The number of negative pivots equals the number of negative eigenvalues. The true densities are averages over bins $0.05$ eV wide centred at the stated energies. For a tail energy of $0.04$ eV such an average exceeds the density at the centre by about $7\%$, which is small compared with the errors discussed here. The densities, in $(\mathrm{eV\,site})^{-1}$, are as follows; the Jackson columns are sums over all levels.

\begin{center}
\begin{tabular}{cccc}
$E$ (eV) & true & $N=128$ & $N=256$\\ \hline
$-2.30$ & $1.98\times10^{-3}$ & $1.34\times10^{-2}$ & $3.3\times10^{-3}$\\
$-2.40$ & $1.6\times10^{-4}$ & $1.5\times10^{-3}$ & $3.4\times10^{-4}$\\
$-2.50$ & $2.0\times10^{-5}$ & $3.8\times10^{-4}$ & $6.5\times10^{-5}$
\end{tabular}
\end{center}

The last true value rests on 49 levels and has a relative counting error of $0.14$. At that energy and $N=128$ the random vectors give $3.7\times10^{-4}$, about 19 times the true density. The bound on their standard error, $1.8\times10^{-5}$, is far too small to account for the excess.

The kernel width there is $\sigma=0.065$ eV and the main lobe ends at $0.194$ eV. Levels beyond the main lobe supply $89\%$ of the computed density. A Gaussian of the same width would give $5.4\times10^{-5}$, seven times less than the Jackson kernel. Core broadening is thus a real but smaller part of the error.

Doubling $N$ is a useful diagnostic. A converged density would not change, while the contribution of distant levels would fall by about $(257/129)^3\simeq7.9$. At $-2.50$ eV the computed density falls by $3.84/0.650\simeq5.9$, so it is far from converged. This ratio alone does not separate the side lobes from core broadening, which also changes with $N$. The expanded lattice has its lowest level at $-2.456$ eV, so the part that remains at $-2.50$ eV is not a local density of that sample either.

The slope is also wrong. Between $-2.40$ and $-2.50$ eV the true tail energy is
\begin{equation}
E_U=\frac{0.1}{\ln(1.56\times10^{-4}/1.96\times10^{-5})}\simeq0.048\ \mathrm{eV}\simeq0.0018\ \mathrm{hartree},
\end{equation}
with a counting error of about $7\%$. This is a local slope only. The tail of this chain is not a single exponential: the true densities at $-2.30$ and $-2.40$ eV give $0.1/\ln(1.98\times10^{-3}/1.56\times10^{-4})\simeq0.039$ eV. A tail energy that grows with depth is therefore not by itself a sign of the false background. The $N=128$ densities from random vectors give $0.1/\ln(15.43/3.687)\simeq0.070$ eV, or $0.0026$ hartree. A reader of the computed curve would infer stronger disorder than the lattice has.

Formula \eqref{floor} is tested at $-2.656$ eV, $0.2$ eV below the lowest level of the expanded lattice, where all computed density is false. Averaged over an angular window $2\pi/257$, the level sum and the formula give $1.133$ and $1.125\times10^{-5}$ for $N=256$, and $1.775$ and $1.774\times10^{-7}$ for $N=1024$. The measured power of $1/M$ is $3.005$.

\section{Gaussian damping}

The cure is a kernel without an algebraic tail. Take $g_n=e^{-n^2s^2/2}$. If all $n$ were kept, $K$ would be a Gaussian of width $s$ repeated with period $2\pi$. In energy its width is $\sigma=as\sin\theta$. Acting on an exponential tail, it gives
\begin{equation}
\int\frac{du}{\sqrt{2\pi}\,\sigma}\,e^{-u^2/2\sigma^2+u/E_U}=e^{\sigma^2/2E_U^2},
\label{gauss}
\end{equation}
by completing the square: the exponent equals $-(u-\sigma^2/E_U)^2/2\sigma^2+\sigma^2/2E_U^2$. The slope survives and the height is multiplied by a known factor. The integrand is centred at $u=\sigma^2/E_U$, so the result holds if $D-\sigma^2/E_U\gg\sigma$; otherwise the band itself is being sampled.

Since $|\mu_n|\le1$, the terms omitted beyond $N$ change the density by at most
\begin{equation}
\frac{2}{\pi a\sin\theta}\sum_{n\ge N}e^{-n^2s^2/2}\le\frac{2}{\pi a\sin\theta}\,\frac{e^{-N^2s^2/2}}{1-e^{-Ns^2}},
\end{equation}
where $n^2\ge N^2+2N(n-N)$ was used. For this to stay below $e^{-D/E_U}$ one needs $Ns\gtrsim\sqrt{2D/E_U}$, up to logarithms. At fixed $s$ the cost grows as $\sqrt D$ instead of exponentially. The price is a wider core for the same $N$ and the loss of strict positivity, at the level of the truncation error.

In the empty region at $-2.656$ eV, with the same 512 random-vector moments and $s=7/512$, the density drops from $1.4\times10^{-6}$ to $3.9\times10^{-12}$ $(\mathrm{eV\,site})^{-1}$.

The competition at greater depth is tested by running the series itself on a flat band from $-2.1$ to $1.9$ eV with an exponential tail of $E_U=0.05$ eV. The Jackson $N$ is the value at which \eqref{floor} equals the true density, so the expected ratio of computed to true density is 2. The Gaussian has $\sigma=0.4E_U$ and $Ns=8$.

\begin{center}
\begin{tabular}{ccccc}
$D/E_U$ & Jackson $N$ & ratio & Gaussian $N$ & ratio\\ \hline
16 & 1012 & 2.012 & 955 & 1.088\\
20 & 3036 & 2.001 & 885 & 1.089\\
24 & 9601 & 2.000 & 802 & 1.091
\end{tabular}
\end{center}

From 16 to 24 $E_U$ the Jackson requirement grows by $9.5$. The bare exponential in \eqref{need} would give $e^{8/3}\simeq14.4$, and its prefactor, which falls with depth, lowers this to $8.1$. The remaining difference arises mainly because \eqref{need} uses the near form \eqref{near} instead of the full average \eqref{floor}. The shoulder of the tail, which \eqref{need} also drops, acts in the opposite direction but more weakly. The Gaussian $N$ decreases because a fixed energy width is a larger angle where $\sin\theta$ is smaller. Its ratios lie within $1\%$ of $e^{0.08}\simeq1.083$ from \eqref{gauss}. The small excess comes from the map between energy and angle, which \eqref{gauss} treats as linear. Let $\phi=\theta'-\theta$ and $u=-a\sin\theta\,\phi$. The next order adds $-ax\phi^2/2$ to $E'-E$ and multiplies the weight by $\sin\theta'/\sin\theta\simeq1+\phi\cot\theta$. In the shifted Gaussian $\langle u\rangle=\sigma^2/E_U$ and $\langle u^2\rangle=\sigma^2(1+\sigma^2/E_U^2)$, so the relative excess is
\begin{equation}
\frac{-x\,\sigma^2}{aE_U\sin^2\theta}\;\frac{3+\sigma^2/E_U^2}{2} .
\end{equation}
Here $x<0$, and this gives $0.4\%$ at $16E_U$ and $0.7\%$ at $24E_U$, as in the table.

Two limits remain after the kernel is changed. A finite lattice holds few deep-tail levels: at $-2.50$ eV, 200\,000 sites are expected to have only $2\times10^5\times1.96\times10^{-5}\times0.05\simeq0.2$ levels in a bin of $0.05$ eV. A smooth tail there needs more sites or more disorder samples, and more moments are no substitute. Rounding errors in the moments also set a floor, below which no damping can recover the density. The full numerical output follows.

\section*{Computed results}
\begin{verbatim}
hopping t = 1.00 eV, disorder scale w0 = 0.10 eV, cutoff W = 2.00 eV
window half-width a = 3.05 eV, centre b = -1.00 eV
lattice: 400 chains of 500 sites, 4 random vectors
largest moment error, 60-site chain, 200 moments: 1.1e-14
sites in the Sturm count: 50000000, bin width 0.050 eV
tail densities in 1/(eV site):
 E = -2.30 eV: true 1.98e-03 (4942 levels, rel. error 0.01)
   Jackson N=128: random vectors 1.335e-02, all levels 1.339e-02
   Jackson N=256: random vectors 3.196e-03, all levels 3.338e-03
 E = -2.40 eV: true 1.56e-04 (391 levels, rel. error 0.05)
   Jackson N=128: random vectors 1.543e-03, all levels 1.546e-03
   Jackson N=256: random vectors 3.734e-04, all levels 3.389e-04
 E = -2.50 eV: true 1.96e-05 (49 levels, rel. error 0.14)
   Jackson N=128: random vectors 3.687e-04, all levels 3.838e-04
   Jackson N=256: random vectors 4.949e-05, all levels 6.500e-05
at E = -2.50 eV with N = 128:
 kernel width 0.0647 eV, main lobe ends at 0.194 eV
 bound on random-vector error 1.8e-05 1/(eV site)
 computed / true density = 18.8
 share from levels outside the main lobe = 0.894
 Gaussian of equal width would give 5.44e-05 1/(eV site)
tail energy from the densities at -2.40 and -2.50 eV:
 true 0.0481 eV = 0.00177 hartree
 Jackson N=128 0.0699 eV = 0.00257 hartree
lowest level of the lattice -2.4560 eV, empty probe energy -2.6560 eV
 false density N=256: level sum 1.133e-05, formula 1.125e-05 1/(eV site)
 false density N=512: level sum 1.417e-06, formula 1.415e-06 1/(eV site)
 false density N=1024: level sum 1.775e-07, formula 1.774e-07 1/(eV site)
 measured power of 1/M: 3.005
 at the probe, N=512, random vectors: Jackson 1.40e-06, Gaussian damping 3.9e-12 1/(eV site)
 Gaussian damping angle width s = 0.01367 rad
flat band -2.10 to 1.90 eV, exponential tail Eu = 0.050 eV
 depth 16 Eu = 0.80 eV: true 2.78e-08 1/(eV site)
   Jackson N=1012: computed/true 2.012; Gaussian N=955: 1.0878
 depth 20 Eu = 1.00 eV: true 5.09e-10 1/(eV site)
   Jackson N=3036: computed/true 2.001; Gaussian N=885: 1.0891
 depth 24 Eu = 1.20 eV: true 9.32e-12 1/(eV site)
   Jackson N=9601: computed/true 2.000; Gaussian N=802: 1.0911
 predicted Gaussian factor exp(0.4^2/2) = 1.0833
 growth of Jackson N from 16 to 24 Eu: 9.49, bare exp(8/3) = 14.39
\end{verbatim}
